The cubic phonon tadpole as a shift of mean atomic positions

Q: A self-energy is a correction to a propagator, and a shift of mean positions is mechanics. What is supposed to equal what?

A: Take a crystal with its cell held fixed, and expand its potential about the minimum. With u_i the displacement along one direction of one atom, and repeated indices summed,

V = ½Φ_ij u_i u_j + (λ/6)Φ_ijk u_i u_j u_k + (λ²/24)Φ_ijkl u_i u_j u_k u_l.

The marker λ counts orders and is set to 1 at the end. I use atomic units, ħ = 1, and measure the temperature T as an energy. The propagator describes fluctuations about the mean, δu = u − ⟨u⟩:

D_ij(iν) = ∫₀^{1/T} dτ e^{iντ} ⟨δu_i(τ) δu_j(0)⟩, ν = 2πnT.

For the harmonic crystal the imaginary-time action is ½∫dτ (u̇Mu̇ + uΦu), with M the diagonal mass matrix. In Fourier components its kernel is Mν² + Φ, and a Gaussian's covariance is the inverse of its kernel. The self-energy Π is whatever anharmonicity adds:

D₀⁻¹ = Mν² + Φ, D⁻¹ = Mν² + Φ + Π.

With this sign, a positive Π stiffens the lattice. The claim concerns one part of Π, the cubic tadpole: to order λ², it is the change in the Hessian of V when the atoms are moved to their leading mean positions.

Q: Then find those positions first, without diagrams.

A: In equilibrium ⟨p_i⟩ is constant, so the mean force vanishes: ⟨∂V/∂u_i⟩ = 0. Differentiating the cubic term gives three equal contributions, which turn 1/6 into 1/2; the quartic term gives four, which turn 1/24 into 1/6. Hence

0 = Φ_ij⟨u_j⟩ + (λ/2)Φ_ijk⟨u_j u_k⟩ + (λ²/6)Φ_ijkl⟨u_j u_k u_l⟩.

A harmonic crystal has no third moment, so ⟨uuu⟩ is of order λ and the last term is of order λ³. The second moment is its harmonic value C_jk = ⟨u_j u_k⟩₀ plus order λ². Therefore

⟨u_k⟩ = λū_k + O(λ³),
ū_k = −½(Φ⁻¹)_kl Φ_lmn C_mn.

The quartic constants do not enter ū at this order.

Q: You inverted Φ, but a crystal can be translated at no cost. Φ has a zero eigenvalue.

A: Let t be a rigid translation. Since V(u + t) = V(u) for every u, each order of the expansion obeys t_iΦ_ij = 0 and t_iΦ_ijk = 0. The driving term Φ_lmn C_mn therefore has no component along t, and Φ⁻¹ is needed just on the space orthogonal to translations. Adding a translation to ū would not matter either, because Φ_ijk t_k = 0. All other eigenvalues of Φ must be positive. If one approaches zero and its mode is driven, ū grows at least as fast as its inverse and the expansion fails.

Now expand the Hessian at displaced positions:

∂²V/∂u_i∂u_j = Φ_ij + λΦ_ijk u_k + (λ²/2)Φ_ijkl u_k u_l.

Setting u = λū gives

ΔΦ_ij = λ²Φ_ijk ū_k + O(λ⁴).

Q: That is the mechanical side. Where does the diagram's factor come from?

A: Expand exp(−S) to second order in the cubic action S₃ = (λ/6)∫dτ Φ_abc u_a u_b u_c. The correction to ⟨u_i u_j⟩ is +(1/2!)⟨u_i u_j S₃²⟩₀, with prefactor

λ²/(2·6·6) = λ²/72.

In the tadpole both external displacements attach to the same vertex. There are 2 choices of that vertex, 3 of its legs for u_i, then 2 for u_j. Its remaining leg joins one of 3 legs of the other vertex, whose last two legs close on each other. That makes 2·3·2·3 = 36 pairings and a weight 36/72 = ½.

Call the time of the first vertex τ₁ and that of the second τ₂. The closed pair is an equal-time average, C_mn, which does not depend on τ₂. The connecting line is thus integrated over τ₂ with nothing else attached:

∫dτ₂ D₀,kl(τ₁ − τ₂) = D₀,kl(iν = 0) = (Φ⁻¹)_kl.

The mass has dropped out because the line carries zero frequency. Rigid translation is again excluded, by Φ_lmn t_l = 0. In frequency space the correction is

δD = D₀ A D₀, A_ij = ½λ²Φ_ijk(Φ⁻¹)_kl Φ_lmn C_mn.

Expanding the definition of Π gives D = D₀ − D₀ΠD₀ + …, so Π = −A:

Π^T_ij = −½λ²Φ_ijk(Φ⁻¹)_kl Φ_lmn C_mn = λ²Φ_ijk ū_k.

This is ΔΦ_ij, with the same sign and the same factor. It does not depend on ν, as a change of force constants should not.

Q: You selected one set of pairings. What happened to the others?

A: Some contain a factor with no link to the external points, and the normalization of the average cancels them. In another set u_i and u_j end on separate tadpoles. That set is ⟨u_i⟩⟨u_j⟩, which the use of δu subtracts.

In the remaining set the two external points sit on different vertices, joined by two lines. There are 2·3·3·2 = 36 such pairings, so the weight is again ½. This is the bubble:

Π^B_ij(iν) = −½λ²Φ_ikl Φ_jmn T Σ_ω D₀,km(iω) D₀,ln(iν − iω).

The quartic term at first order has coefficient −λ²/24 and 4·3 = 12 pairings, giving δD = −½λ²D₀(Φ_ijkl C_kl)D₀ and hence the loop

Π^L_ij = +½λ²Φ_ijkl C_kl.

All three have order λ². The tadpole is the effect of moving the mean positions; it is not the whole anharmonic shift of a phonon.

Q: Could I absorb the loop by saying that I average the Hessian?

A: Yes, and the distinction is useful. Averaging the expanded Hessian gives Φ_ij + λ²Φ_ijk ū_k + ½λ²Φ_ijkl C_kl to this order, which is Φ plus tadpole plus loop. The Hessian at the mean position contains the tadpole alone. The bubble is in neither.

A single classical coordinate with V = ½Kx² + γx³/6 shows the sizes. Here C = T/K, so ū = −γT/(2K²) and

Π^T = γū = −γ²T/(2K²).

In the classical limit the static bubble keeps the ω = 0 term, T/K², so Π^B(0) = −½γ²T/K². In this case the bubble equals the tadpole, and moving the mean position accounts for half of the static cubic softening.

Q: Quasi-harmonic calculations find positions by minimizing a free energy. Is that a different shift?

A: It is the same one at leading order. Freeze the lattice at displacement u and let F_vib be the harmonic free energy of vibrations with the Hessian found there. Changing a harmonic Hamiltonian by ½δΦ_ij u_i u_j changes its free energy by the average of that perturbation, ½δΦ_ij C_ij. With δΦ_ij = λΦ_ijk u_k,

∂F_vib/∂u_k = (λ/2)Φ_ijk C_ij at u = 0.

Minimizing ½uΦu + F_vib then gives Φ_kl u_l = −(λ/2)Φ_kij C_ij, which is the force balance already solved.

Q: Let me see a crystal in which atoms can shift although the cell is fixed.

A: Use a chain of equal masses M joined by alternating short and long bonds, labelled 1 and 2. Its cell length is held at that of the potential minimum. If the short bond lengthens on average by s, the long one must shorten by s. From here λ = 1. Write each bond energy as

v_b(x) = ½k_b x² − (g_b/6)x³ + (h_b/24)x⁴.

The mean forces from the two bonds on an atom must cancel, so ⟨v₁′⟩ = ⟨v₂′⟩. With X_b the harmonic variance of bond b, and to leading order,

k₁s − ½g₁X₁ = −k₂s − ½g₂X₂,
s = (g₁X₁ − g₂X₂)/[2(k₁ + k₂)].

The curvature is v_b″(x) = k_b − g_b x + …, taken at x = s for the short bond and x = −s for the long one:

Δk₁ = −g₁s, Δk₂ = +g₂s.

In the zone-centre optical mode the two atoms of a cell move oppositely. Their relative displacement r obeys Mr̈ = −2(k₁ + k₂)r, so Ω² = 2(k₁ + k₂)/M, and a small change gives

ΔΩ/Ω = (Δk₁ + Δk₂)/[2(k₁ + k₂)].

If the bonds are alike, s = 0 by symmetry: neither bond can be singled out to lengthen.

Q: You still owe me the bond variances.

A: At wavevector q (phase per cell) the stretches are x_b = R_b·(u₁, u₂), with R₁ = (−1, 1) and R₂ = (e^{iq}, −1). The force-constant matrix is k₁R₁†R₁ + k₂R₂†R₂; its eigenvalues are Mω_j² and its eigenvectors e_j. An oscillator has Mω²⟨x²⟩ equal to its mean energy, (ω/2)coth(ω/2T), so

X_b = (1/N)Σ_q Σ_j |R_b·e_j|² coth(ω_j/2T)/(2Mω_j).

When T is large compared with every ω_j, the last factor becomes T/(Mω_j²), and the sum over j becomes T R_b K⁻¹R_b†, with K the force-constant matrix. Stack R₁ and R₂ as the rows of a square matrix B, so that K = B†diag(k)B. Then BK⁻¹B† = diag(1/k), and

X_b → T/k_b, s → T(g₁/k₁ − g₂/k₂)/[2(k₁ + k₂)].

At leading order the classical shift therefore needs unequal ratios g/k, not merely unequal stiffnesses.

Q: Put in numbers, and say why you chose them.

A: I use the mass of bismuth, 209 u, because that semimetal has short and long bonds and hence an internal coordinate that can move. The bond parameters are round model values: k₁ = 2.4 and k₂ = 1.2 eV/Å². The higher constants follow the expansion of a Morse bond, E(1 − e^{−ax})² = E(a²x² − a³x³ + (7/12)a⁴x⁴ − …), which gives k = 2Ea², g = 6Ea³ = 3ak and h = 14Ea⁴ = 7a²k. With a₁ = 1.2 and a₂ = 0.6 Å⁻¹, g₁ = 8.64 and g₂ = 2.16 eV/Å³, while h₁ = 24.2 and h₂ = 3.02 eV/Å⁴. The optical energy is 0.0120 eV.

At 350 K, T is 0.0302 eV. Summing over 400 evenly spaced wavevectors gives X₁ = 0.01268 and X₂ = 0.02524 Å², within 1% of T/k_b. Then

s = (8.64 × 0.012677 − 2.16 × 0.025244)/7.2
= (0.1095 − 0.0545)/7.2
= 0.0076 Å = 0.0144 bohr.

The force constants change by

Δk₁ = −0.0660 eV/Å² = −6.8 × 10⁻⁴ hartree/bohr²,
Δk₂ = +0.0165 eV/Å² = +1.7 × 10⁻⁴ hartree/bohr².

Their sum is −0.0495 eV/Å². Divided by 7.2 eV/Å², it lowers the optical energy by 0.69%, or 8.3 × 10⁻⁵ eV.

Q: Is all of that thermal?

A: No. The shift is measured from the potential minimum, and zero-point motion already contributes. With the cell length unchanged:

0 K: s = 0.0015 Å
100 K: s = 0.0025 Å
200 K: s = 0.0045 Å
350 K: s = 0.0076 Å
450 K: s = 0.0098 Å

The change from 0 to 350 K is 0.0061 Å, and the corresponding change in the optical energy is −6.6 × 10⁻⁵ eV. From 200 to 450 K the slope is 2.1 × 10⁻⁵ Å/K. The classical formula gives s/T = (3.6 − 1.8)/7.2 = 0.25 Å/eV, or 2.2 × 10⁻⁵ Å/K.

Q: How much do the other two diagrams matter here?

A: Individually they are larger. For the internal coordinate the loop is

½(h₁X₁ + h₂X₂) = +0.192 eV/Å².

The static bubble can be found classically. The vibrational free energy per cell is (T/2)ln(k₁k₂) plus terms independent of the force constants, because det K = k₁k₂|det B|². Replace k₁ by v₁″(s) and k₂ by v₂″(−s) and differentiate twice at s = 0:

F″_vib = (T/2)Σ_b(h_b/k_b − g_b²/k_b²).

The first part is the classical loop. The second comes from the response of the variances to a change of force constants, δC = −T Σ_ω D₀ δΦ D₀. Put into the force ½Φ_ijk C_ij, this response gives Π^B at ν = 0, the static bubble: −½ × 0.03016 × (3.6² + 1.8²) = −0.244 eV/Å².

A phonon is observed at its own frequency, not at zero. Doing the frequency sum in Π^B, continuing iν to Ω + iη and summing over the same wavevectors gives a bubble shift of −3.5 × 10⁻⁴ eV for η = 0.05Ω and −3.1 × 10⁻⁴ eV for η = 0.10Ω. The loop gives +3.2 × 10⁻⁴ eV. They nearly cancel, so the broadening η, which is a numerical device, has to be taken small. The sum comes out positive at 0.10Ω but negative at 0.05Ω and, with a bubble shift of −3.7 × 10⁻⁴ eV, at 0.02Ω. As η → 0 on a finer mesh the bubble shift settles at −3.9 × 10⁻⁴ eV and the sum at −0.7 × 10⁻⁴ eV. The tadpole shift, −0.8 × 10⁻⁴ eV, is a fifth to a quarter of either diagram, yet, at this order, slightly larger in magnitude than their sum. The imaginary part of the bubble gives the mode a half-width of about 3.6 × 10⁻⁴ eV, more than the net shift of −1.5 × 10⁻⁴ eV.

Q: And is leading order good enough for the shift itself?

A: In the classical limit this can be computed without expanding in λ. In a long chain of fixed length, each bond is distributed as exp{−[v_b(x) − fx]/T}, with the common force f chosen so that the two mean stretches add to zero. Numerical integration for the quartic bonds gives s = 0.00725 Å at 350 K, against 0.00754 Å from the leading classical formula. The leading value is too large by 4% of the full one. The sign and size of this error depend on the terms beyond fourth order: for the untruncated Morse bonds s = 0.00770 Å, and the leading value is 2% too small. Separately, the Hessian term quadratic in the shift, ½(h₁ + h₂)s² = 0.0008 eV/Å², is 1.6% of the tadpole stiffness in magnitude.

For the quartic bonds the total stiffness is less well served. With σ_b² the variance of x_b in the same distributions, the static stiffness of the internal coordinate is T/σ₁² + T/σ₂². At 350 K it lies 0.070 eV/Å² below k₁ + k₂, whereas the classical loop, static bubble and tadpole together give 0.103 eV/Å². The difference, 0.033 eV/Å², is more than half the magnitude of the sum of loop and static bubble, −0.054 eV/Å². Little of it comes from the mean positions: the Hessian at the full mean stretches lies 0.046 eV/Å² below k₁ + k₂, against 0.049 eV/Å² from the classical tadpole. For the quartic bonds the static remainder of loop and bubble is therefore not reliable at leading order. For the untruncated Morse bonds the stiffness lies 0.106 eV/Å² below k₁ + k₂, within 3% of the leading value, so the accuracy of that remainder depends on the constants beyond fourth order. The remainder at the phonon's own frequency is not tested by this static comparison and should be read with the same caution.

Q: Heat usually makes things expand. Where is thermal expansion?

A: It is excluded by the fixed cell. A uniform strain is not a displacement that repeats from cell to cell, so it is absent from the u_i of a periodic crystal. The clamped chain instead carries a mean bond force

k₁s − ½g₁X₁ = 0.01833 − 0.05476 = −0.0364 eV/Å,

which is compressive. If the cell is released, the mean force in each bond vanishes and each stretches by

e_b = g_b X_b/(2k_b),

that is, 0.023 Å for both bonds here. The same Hessian expansion then gives Δk_b = −g_b e_b, and the optical energy falls by 4.1 × 10⁻⁴ eV, five times the clamped value. A fixed-cell tadpole must therefore be supplemented by the strain contribution before it is applied to a free crystal.

Q: What would this tell me about a bismuth contact on a warm chip?

A: It illustrates the mechanism but predicts neither the size nor the sign of the shift in bismuth. Both depend on the chosen a₁ and a₂: at leading order the classical s is proportional to a₁ − a₂, so exchanging the two values reverses this displacement. The tadpole's optical shift, proportional to (g₂ − g₁)s, would then vanish at leading order rather than reverse, because the exchange makes g₁ = g₂. The choice made here also gives the long bond the deeper Morse well, 1.67 against 0.83 eV, which should not be read as a property of bismuth. The model's optical energy is close to that of bismuth, roughly 0.012 eV. Where bond lengths are needed below, I take those of bismuth, roughly 3.1 and 3.5 Å. The free chain expands classically by about 2 × 10⁻⁵ per kelvin, somewhat above the rough 1.3 × 10⁻⁵ of bismuth. The assumption a real contact breaks most plainly is the fixed cell: a film held by its substrate can still expand along its normal, and the substrate expands too. In the model, full release moves the part of the optical shift due to mean positions from −0.8 × 10⁻⁴ to −4.1 × 10⁻⁴ eV; the loop and bubble come on top of it.

A chain also omits sideways motion. A sideways displacement ρ stretches a bond of length r by ρ²/(2r). If each of two transverse directions has variance X_b, the mean extra stretch is X_b/r_b, and force balance changes s by

−(k₁X₁/r₁ − k₂X₂/r₂)/(k₁ + k₂) = −0.0003 Å,

about 4% of s. This is a small difference of two terms, and higher orders change it: with transverse springs of stiffness k_b added to the quartic bonds, classical integration at 350 K gives −0.0002 Å. Raising both transverse variances by one factor would raise it by that factor, but unequal factors could reduce it or change its sign. The response of the electrons in the semimetal and the three-dimensional bonding are not estimated. At 350 K the contact would be at about 0.65 of its melting temperature, roughly 540 K, so higher-order terms in real bismuth deserve their own calculation.
